# Removing time-step and population bias together with walker number inversely proportional to time step

Suppose a diffusion Monte Carlo energy is computed at several time steps with the same number of walkers and extrapolated to zero time step. The intercept is still wrong, because the finite population has a bias of its own, which the extrapolation leaves in place. In the two-site model treated below, 80 walkers leave an error of $3.5\times10^{-3}$ in units of the hopping energy $J$. Longer runs shrink the error bar around this wrong value. A second extrapolation in the walker number would cure it, but one extrapolation removes both biases to first order if the walker number is tied to the time step, provided the smooth expansion assumed below describes both runs. That expansion is verified here for the two-site model only; for a real system it has to be checked, and a resampling scheme for which it fails is shown at the end.

Let $\tau$ be the time step and $N$ the walker number, held fixed during a run. Set $\hbar=1$. Assume that the mean energy has a smooth joint expansion,

$$E(\tau,N)=E_0+a\tau+\frac bN+c\tau^2+d\,\frac{\tau}{N}+\frac f{N^2}+\dots,$$

where $E_0$ is the limit $\tau\to0$, $N\to\infty$ (the fixed-node energy, if nodes are imposed). Choose $N=\kappa/\tau$ with the same $\kappa$ in all runs. Then $1/N=\tau/\kappa$, and

$$E=E_0+A\tau+C\tau^2+O(\tau^3),\qquad A=a+\frac b\kappa,\qquad C=c+\frac d\kappa+\frac f{\kappa^2}.$$

Two runs at $\tau_1>\tau_2$ are combined with weights $\omega_1=-\tau_2/(\tau_1-\tau_2)$ and $\omega_2=\tau_1/(\tau_1-\tau_2)$. These satisfy $\omega_1+\omega_2=1$ and $\omega_1\tau_1+\omega_2\tau_2=0$, so $E_0$ is kept and $A$ drops out. The quadratic term gives

$$\omega_1\tau_1^2+\omega_2\tau_2^2=\frac{-\tau_1\tau_2(\tau_1-\tau_2)}{\tau_1-\tau_2}=-\tau_1\tau_2,\qquad E_{\rm ext}=E_0-C\tau_1\tau_2+\dots$$

Both biases are thus removed to first order. The cross term survives as $-(d/\kappa)\tau_1\tau_2$, of the same order as the pure $\tau^2$ and $1/N^2$ terms.

The cost depends on the statistical noise, which is linked to $b$. Let $\bar E(t)$ be the population average of the local energy. A fixed-$N$ algorithm discards the overall growth factor of the population. Restoring it, for $\tau\to0$, means weighting a history of length $T$ by $W=\exp[-\int_0^T(\bar E-\langle\bar E\rangle)\,dt]$; the constant in the exponent cancels in ratios. If resampling preserves expectations, the weighted population evolves on average by the linear imaginary-time equation, so $\langle W\bar E(T)\rangle/\langle W\rangle\to E_0$ at large $T$. Expanding in the fluctuations of $\bar E$, whose autocovariance $C_E(t)$ is of order $1/N$ and whose third cumulant is of order $1/N^2$, gives

$$E_0=\langle\bar E\rangle-\int_0^\infty C_E(t)\,dt+O(N^{-2}),\qquad\text{so}\qquad \frac bN=\int_0^\infty C_E(t)\,dt .$$

The variance of the average of $\bar E$ over a time $T$ much longer than the correlation time is

$$V=\frac1{T^2}\int_0^T\!\!\int_0^T C_E(t-t')\,dt\,dt'\simeq\frac2T\int_0^\infty C_E\,dt=\frac{S}{NT},\qquad S=2b .$$

Since $V$ cannot be negative, neither can $b$ at this order.

Count cost in walker moves, $K=NM$ for $M$ steps. With $T=M\tau$, $NT=K\tau$ and $V=S/(K\tau)$: at given $K$ and $\tau$ the noise does not depend on $N$ to leading order. For the two independent runs, neglecting the variation of $S$ between them,

$$V=S\left(\frac{\omega_1^2}{K_1\tau_1}+\frac{\omega_2^2}{K_2\tau_2}\right).$$

At fixed $K=K_1+K_2$, the minimum requires equal derivatives $\omega_i^2/(K_i^2\tau_i)$, hence $K_i\propto|\omega_i|/\sqrt{\tau_i}$. Inserting this, with $r=\tau_1/\tau_2$, $|\omega_1|=1/(r-1)$ and $\omega_2=r/(r-1)$,

$$K=\frac SV\left(\frac{|\omega_1|}{\sqrt{\tau_1}}+\frac{|\omega_2|}{\sqrt{\tau_2}}\right)^2=\frac{S}{V\tau_1}\left(\frac{1+r^{3/2}}{r-1}\right)^2 .$$

A fair comparison of ratios holds the residual $\delta=|C|\tau_1\tau_2=|C|\tau_1^2/r$ fixed, so that $\tau_1=\sqrt{r\delta/|C|}$. With $s=\sqrt r$ and $1+s^3=(1+s)(s^2-s+1)$,

$$K=\frac SV\sqrt{\frac{|C|}{\delta}}\;G,\qquad \sqrt G=\frac{s^2-s+1}{(s-1)\sqrt s}.$$

Setting the logarithmic derivative to zero gives

$$\frac{2s-1}{s^2-s+1}=\frac1{s-1}+\frac1{2s}\;\Rightarrow\; s^3-2s^2-2s+1=(s+1)(s^2-3s+1)=0 .$$

The one root above 1 is $s=(3+\sqrt5)/2$. It is the minimum, since $G$ diverges for $s\to1$ and $s\to\infty$. There $s^2-s+1=2s$ and $(s-1)^2=s$, so $G=4s/(s-1)^2=4$. The best ratio is $r=s^2\approx6.85$, with

$$K=\frac{4S}{V}\sqrt{\frac{|C|}{\delta}} .$$

The simpler ratio $r=4$ has $G=(3/\sqrt2)^2=4.5$, which is 12.5% more expensive.

A single run without extrapolation, kept on the same line $N=\kappa/\tau$, needs $\tau=\delta/|A|$ and costs $S|A|/(V\delta)$; with many more walkers, which to leading order add no production cost, $A$ would be replaced by $a$ here and in the comparison that follows. Extrapolation is cheaper when $|A|/\delta>4\sqrt{|C|/\delta}$, that is, for $\delta<A^2/(16|C|)$, provided the leading orders still describe both runs. If the standard error is lowered together with the bias, $V=\delta^2$, the costs grow as $\delta^{-5/2}$ with extrapolation and $\delta^{-3}$ without. Equilibration for a time $T_{\rm eq}$ adds $NT_{\rm eq}/\tau=\kappa T_{\rm eq}/\tau^2$ moves per run. At fixed $r$ this grows as $1/\delta$, more slowly than the production cost when $V=\delta^2$, but faster than its $\delta^{-1/2}$ growth at fixed $V$.

The cross coefficient is $d=db(\tau)/d\tau$ at $\tau=0$, where $b(\tau)$ is the coefficient of $1/N$ at finite time step. A two-site model lets it be worked out. Take site energies 0 and $J$, hopping matrix element $-J$, and a trial function with amplitudes in the ratio $3:1$. From here energies are in $J$ and times in $\hbar/J$. Importance sampling turns the hopping into jumps from site $j$ to $i$ at rate $\psi_i/\psi_j$, giving $\alpha=3$ into site 1 and $\beta=1/3$ out of it. The local energies are $e_1=0-1/3=-1/3$ and $e_2=1-3=-2$, with difference $\Delta=e_1-e_2=5/3$.

In each step a walker first jumps with probability $\alpha\tau$ or $\beta\tau$. Then each walker on site 1 survives with probability $q=e^{-\Delta\tau}$, and is otherwise replaced by a copy drawn from the weighted population. The energy $e_2+\Delta x$ is measured afterwards, $x$ being the fraction on site 1. With $\lambda=\alpha+\beta$, $u=x(1-x)$ and $w=1-2x$, the flow for $N\to\infty$, $\tau\to0$ is

$$\dot x=F(x)=\alpha-\lambda x-\Delta u,\qquad F'=-(\lambda+\Delta w)\equiv-\gamma,\qquad F''=2\Delta .$$

Its stationary point is $x=0.829$; below, $x,u,w$ denote values there. Since an excited component decays relative to the ground state at the rate of the energy gap, $\gamma$ equals that gap, 2.236.

At finite $\tau$ the jumps take $x_\tau$ to $y=x_\tau+\tau(\alpha-\lambda x_\tau)$, and selection multiplies the odds $y/(1-y)$ by $q$. Stationarity requires $y$ to have the odds of $x_\tau$ times $e^{\Delta\tau}$. The first three derivatives of a fraction with respect to its log-odds are $u$, $uw$ and $u(1-6u)$, so

$$F(x_\tau)=\tfrac12\tau\Delta^2uw+\tfrac16\tau^2\Delta^3u(1-6u)+\dots,$$

with $u,w$ on the right taken at $x_\tau$. Put $x_\tau=x+x_1\tau+x_2\tau^2$. First order gives $-\gamma x_1=\frac12\Delta^2uw$. Second order, using $(uw)'=w^2-2u$, gives $-\gamma x_2+\Delta x_1^2=\frac12\Delta^2(w^2-2u)x_1+\frac16\Delta^3u(1-6u)$. Hence

$$a=\Delta x_1=-\frac{\Delta^3uw}{2\gamma}=0.0965,\qquad c=\Delta x_2=-0.0171 .$$

For the $1/N$ term, let $g(y)=qy/Z$ with $Z=1-(1-q)y$ be the selection map, so that $g'=q/Z^2$ and $g''=2q(1-q)/Z^3$. The jumps add a variance $U/N$ to the fraction, with $U=x_\tau\beta\tau(1-\beta\tau)+(1-x_\tau)\alpha\tau(1-\alpha\tau)$. In selection, a site-1 walker ends on site 1 with probability $h=q+(1-q)g=g/y$. This adds $yh(1-h)/N=g(1-g)(1-q)/N$, where $g=x_\tau$ at the fixed point. Let $v/N$ be the stationary variance of $x$, $\Sigma/N$ that of $y$, and $m=g'(1-\lambda\tau)$ the slope of the whole step. Then

$$\Sigma=(1-\lambda\tau)^2v+U,\qquad v=\frac{Q}{1-m^2},\qquad Q=g'^2U+x_\tau(1-x_\tau)(1-q).$$

The mean displacement obeys $\langle\delta x\rangle=m\langle\delta x\rangle+\frac12g''\Sigma/N$, because the curvature of $g$ turns variance into a shift. Therefore

$$b(\tau)=\frac{\Delta\,g''\,\Sigma}{2(1-m)} .$$

Now expand each factor to relative order $\tau$. At the fixed point $1-2y=w-2\tau(x_1+\Delta u)$, and $\ln g'=-\Delta\tau(1-2y)-\Delta^2\tau^2u$. Exponentiating and multiplying by $1-\lambda\tau$,

$$1-m=\gamma\tau(1-\mu\tau),\qquad \gamma\mu=2\Delta x_1+\Delta^2u+\tfrac12\Delta^2w^2+\lambda\Delta w .$$

Similarly $g''=2\Delta\tau(1-\frac32\Delta w\tau)$. With $D_0=\beta x+\alpha(1-x)$ and $D=D_0+\Delta u$, the noise is $Q=\tau(D+Q_1\tau)$, where

$$Q_1=(\beta-\alpha)x_1-\beta^2x-\alpha^2(1-x)-2\Delta wD_0+\Delta wx_1-\tfrac12\Delta^2u .$$

The first three terms come from $U$, the fourth from $g'^2$, and the last two from selection. Since $1-m^2=(1-m)(1+m)=\gamma\tau(1-\mu\tau)(2-\gamma\tau)$,

$$\Sigma=\frac D{2\gamma}\left[1+\tau\left(\frac{Q_1}D+\mu+\frac\gamma2-2\lambda+\frac{2\gamma D_0}D\right)\right].$$

Collecting the factors gives

$$b=\frac{\Delta^2D}{2\gamma^2},\qquad \frac db=\frac{Q_1}D+2\mu+\frac\gamma2+\frac{2\gamma D_0}D-2\lambda-\frac32\Delta w .$$

The values are $b=0.285$ and $d=-0.847$. The result for $b$ agrees with the general relation: for $\tau\to0$ the energy autocovariance is $\Delta^2De^{-\gamma t}/(2\gamma N)$, whose time integral is $b/N$.

The last coefficient, $f$, is needed at $\tau=0$, where the number $n$ on site 1 changes by one at a time, up at rate $k_n^+=(N-n)\alpha$ and down at rate $k_n^-=n\beta+\Delta n(N-n)/N$. Its stationary probabilities obey $\pi_{n+1}/\pi_n=k_n^+/k_{n+1}^-$. The mean energy computed from them at large $N$ gives $f=-0.461$.

With $\kappa=4$ the slope is $A=0.0965+0.2847/4=0.1677$, and

$$C=-0.0171-0.2117-0.0288=-0.2576 .$$

The cross term supplies 82% of $C$. Take $\tau_1=0.05$ with 80 walkers and $\tau_2=0.0125$ with 320. The mean energies, computed from the full transition matrix of $n$ and so free of sampling noise, are $-0.610238$ and $-0.615977$. Extrapolation gives

$$E_{\rm ext}=\frac{4(-0.615977)-(-0.610238)}3=-0.61789,$$

against $E_0=-0.618034$ from diagonalizing the Hamiltonian. The error is $1.44\times10^{-4}$, compared with $2.06\times10^{-3}$ for the better of the two raw energies. The leading estimate $-C\tau_1\tau_2$ is $1.61\times10^{-4}$, of which $1.32\times10^{-4}$ is the cross term. The difference comes from higher orders: the apparent $C$ moves from $-0.207$ to $-0.231$ to $-0.244$ as the pair of steps is halved twice, and extrapolates to $-0.2575$.

For a standard error of $10^{-4}$, $V=10^{-8}$. With $S=2b=0.569$ and $r=4$,

$$K=\frac{0.569}{10^{-8}}\left(\frac{1/3}{\sqrt{0.05}}+\frac{4/3}{\sqrt{0.0125}}\right)^2=1.02\times10^{10}$$

moves. The values of $S$ at the actual steps, 0.486 and 0.548, lower this to $9.7\times10^9$, of which 89% belong to the smaller step. Equilibration for $T_{\rm eq}=5/\gamma$ adds about $6\times10^4$ moves. A single run on the same line, with $\kappa=4$ and the same bias, would need $\tau=1.44\times10^{-4}/0.1677=8.6\times10^{-4}$, about 4660 walkers and $6.6\times10^{10}$ moves, 6.8 times as many. This factor depends on $\kappa$: a single run with many more walkers has slope $a$, needs $\tau=1.44\times10^{-4}/0.0965=1.5\times10^{-3}$ and costs $3.8\times10^{10}$ moves, 3.9 times as many. The formal break-even bias, $A^2/(16|C|)=6.8\times10^{-3}$, should not be taken literally here: the best pair would have $\tau_1\approx0.43$, where $\alpha\tau_1$ exceeds 1 and is no longer a probability.

The choice of $\kappa$ decides how much the cross term matters. For $\kappa\to\infty$ only $c$ remains in $C$; for small $\kappa$ the term $f/\kappa^2$ takes over. At $\kappa=40$ the model has $C=-0.01707-0.02117-0.00029=-0.0385$, so the leading residual of the same pair falls to $2.4\times10^{-5}$. To leading order the production cost for a given error bar is unchanged, while equilibration becomes ten times longer in moves and still negligible here. In this model $c$, $d$ and $f$ have the same sign, so a larger $\kappa$ lowers $|C|$ steadily. With mixed signs $C$ may pass through zero, and the cubic terms then set the residual.

The method fails if the branching noise per unit time, taken at fixed $N$, grows as $1/\tau$ when $\tau\to0$. Suppose the whole population is redrawn multinomially from the weights at every step. Each step then adds a variance $x(1-x)/N$ however small $\tau$ is, or $x(1-x)/(N\tau)=x(1-x)/\kappa$ per unit time. On the line $N=\kappa/\tau$ this does not vanish, and $x$ keeps a distribution $p(x)$ of finite width. Zero probability current requires $Fp=\frac1{2\kappa}[x(1-x)p]'$, which integrates to

$$p(x)\propto x^{2\kappa\alpha-1}(1-x)^{2\kappa\beta-1}e^{-2\kappa\Delta x}.$$

The mean of $x$ in this distribution puts the intercept $8.8\times10^{-3}$ above $E_0$ for $\kappa=4$, and extrapolating the energies of the multinomial scheme gives the same offset. Since the energies on one line still approach a finite intercept as $\tau\to0$, convergence along that line does not expose the offset. Repeating the extrapolation with a different $\kappa$ does: under the assumed expansion the intercept changes only by the second-order residual, whereas here the offset itself depends on $\kappa$. The numerical output below lists the coefficients, energies and costs.

## Computed values

```
site energies: 0.0, 1.0 J
trial amplitude ratio: 3.0
kappa = N tau: 4.0 hbar/J
local energies, sites 1, 2: -0.33333, -2.00000 J
local-energy difference Delta: 1.66667 J
jump rates alpha, beta: 3.00000, 0.33333 J/hbar
E0 by diagonalization: -0.6180340 J
mixed-distribution fraction x on site 1: 0.82918
gap = relaxation rate gamma: 2.23607 J/hbar
relaxation rate from chains: 2.23147 J/hbar
noise constant D: 1.02492 J/hbar
a: 0.09653 J^2/hbar
b: 0.28470 J
c: -0.01707 J^3/hbar^2
d, formula: -0.84684 J^2/hbar
d, from chains: -0.84679 J^2/hbar
f: -0.46066 J
A = a + b/kappa: 0.16771 J^2/hbar
A from chains: 0.16771 J^2/hbar
d/kappa: -0.21171 J^3/hbar^2
f/kappa^2: -0.02879 J^3/hbar^2
C, sum of three terms: -0.25757 J^3/hbar^2
C from chains, zero-step limit: -0.25745 J^3/hbar^2
tau 0.10000 hbar/J, N 40: E -0.6034306 J, S 0.41314 J hbar
tau 0.05000 hbar/J, N 80: E -0.6102381 J, S 0.48641 J hbar
tau 0.02500 hbar/J, N 160: E -0.6139952 J, S 0.52659 J hbar
tau 0.01250 hbar/J, N 320: E -0.6159770 J, S 0.54765 J hbar
tau 0.00625 hbar/J, N 640: E -0.6169958 J, S 0.55844 J hbar
pair 0.10000, 0.02500 hbar/J: E -0.6175167 J, error 5.172e-04 J, C -0.2069 J^3/hbar^2
pair 0.05000, 0.01250 hbar/J: E -0.6178899 J, error 1.441e-04 J, C -0.2305 J^3/hbar^2
pair 0.02500, 0.00625 hbar/J: E -0.6179959 J, error 3.806e-05 J, C -0.2436 J^3/hbar^2
2b (hbar = 1), zero-step S: 0.56940, 0.56923 J hbar
leading residual -C tau1 tau2, worked pair: 1.610e-04 J
cross-term part of that residual: 1.323e-04 J
best tau1/tau2: formula 6.8541, search 6.8541
scaled cost: best 4.0000, ratio 4 4.5000
target standard error: 1.0e-04 J
moves at tau1, tau2: 1.026e+09, 8.706e+09
total moves: 9.732e+09; with S = 2b: 1.025e+10
equilibration time 5/gamma: 2.236 hbar/J
equilibration moves: 6.082e+04
single run of equal bias: tau 8.590e-04 hbar/J
single run: N 4657, moves 6.629e+10
single-run cost over pair cost: 6.81
extrapolation cheaper below bias: 6.825e-03 J
error with N fixed at 80: 3.492e-03 J; b/80: 3.559e-03 J
multinomial intercept error: 0.00883 J
multinomial limit by quadrature: 0.00883 J
```
